# Cell size, splitting parameter and grid errors in the Martyna–Tuckerman method, part 3

The Martyna–Tuckerman (MT) method obtains the Hartree energy $E$ of an isolated density $n$ from a periodic cell. For Li₂⁺, the edge $L$ (candidates: 15 and 30 bohr cubes) and the parameter $\alpha$ must be chosen. Hartree atomic units are used. The orthorhombic cell $C=\{|x_i|\le L_i/2\}$ has volume $\Omega$, lattice vectors $\mathbf R$ and reciprocal vectors $\mathbf G=2\pi(m_1/L_1,m_2/L_2,m_3/L_3)$; $\rho=L_{\min}/2$ is half the shortest edge. With $n_{\rm per}(\mathbf r)=\sum_{\mathbf R}n(\mathbf r+\mathbf R)$ and kernel $K$,

$$n_{\mathbf G}=\frac1\Omega\int_C n_{\rm per}\,e^{-i\mathbf G\cdot\mathbf r}d^3r=\frac1\Omega\int n(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}d^3r ,\tag{1}$$

$$E[K]=\frac\Omega2\sum_{\mathbf G}|n_{\mathbf G}|^2K(\mathbf G),\qquad V(\mathbf r)=\sum_{\mathbf G}n_{\mathbf G}K(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.\tag{2}$$

The exact MT kernel $\bar\phi(\mathbf G)=\int_Ce^{-i\mathbf G\cdot\mathbf r}r^{-1}d^3r$ is the pair interaction $w=1/|[\mathbf s]|$, $[\mathbf s]_i=s_i-L_i\,\mathrm{round}(s_i/L_i)$. With $A(\mathbf s)=\int n(\mathbf r)n(\mathbf r+\mathbf s)d^3r$, total charge $Q$ and support widths $D_i$,

$$\Delta E=E_{\rm MT}-E=\frac12\int A(\mathbf s)\left(\frac1{|[\mathbf s]|}-\frac1{|\mathbf s|}\right)d^3s .\tag{5}$$

$$L_i\ge 2D_i\quad(i=1,2,3)\quad\Rightarrow\quad E_{\rm MT}=E .\tag{6}$$

The bracket vanishes in $C$ and is positive outside. If (6) fails, $\Delta E>0$ for single-signed $n$; signed densities have no fixed sign.

For $\mathbf G\ne0$, $\bar\phi=4\pi/G^2+\phi_{\rm scr}$. With $f=1/r$, $g=e^{-i\mathbf G\cdot\mathbf r}$, the terms $f\,\partial_ng$ cancel between opposite faces, giving

$$\phi_{\rm scr}(\mathbf G)=\frac1{G^2}\oint_{\partial C}e^{-i\mathbf G\cdot\mathbf r}\,\partial_n\frac1r\,dA,\qquad\partial_n\frac1r=-\frac{L_i/2}{r^3}\ \text{on either face normal to axis } i.\tag{8}$$

For a cube, $\phi_{\rm scr}=0.0674344\,L^2$ at $\mathbf m=(1,0,0)$ and

$$\bar\phi(0)=L^2\left[3\ln(2+\sqrt3)-\frac\pi2\right]=2.38007736\,L^2 .\tag{9}$$

Split $1/r=\phi_L+\phi_S$: $\phi_L=\frac2{\sqrt\pi}\int_0^\alpha e^{-u^2r^2}du=\operatorname{erf}(\alpha r)/r$, $\phi_S=\operatorname{erfc}(\alpha r)/r$. Bars denote transforms over $C$, tildes over all space; $\tilde\phi_L(k)=(4\pi/k^2)e^{-k^2/4\alpha^2}$. Using $\bar\phi_L+\tilde\phi_S$ drops a remainder $\varepsilon$, $|\varepsilon|\le B$:

$$B=4\pi\left[\left(\frac1{4\alpha^2}-\frac{\rho^2}2\right)\operatorname{erfc}(\alpha\rho)+\frac{\rho\,e^{-\alpha^2\rho^2}}{2\alpha\sqrt\pi}\right].\tag{12}$$

$$w_\alpha(\mathbf s)=\frac1{|[\mathbf s]|}+\sum_{\mathbf R\ne0}\phi_S\big(|[\mathbf s]+\mathbf R|\big),\tag{13}$$

On a grid of spacing $h$, $N_i=L_i/h$ even, $x_i=jh$, $j=-N_i/2,\dots,N_i/2-1$, $\bar\phi_L$ is replaced by

$$\phi_L^h(\mathbf G)=h^3\sum_j\phi_L(|\mathbf r_j|)\,e^{-i\mathbf G\cdot\mathbf r_j},\tag{14}$$

The test Gaussian $n=(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}$ has $A=(4\pi\sigma^2)^{-3/2}e^{-s^2/4\sigma^2}$ and, in a cube (section 4),

$$\Delta E\approx\frac{384\,\sigma^4}{L^4}\,\frac{e^{-L^2/16\sigma^2}}{\sqrt{4\pi}\,\sigma}\qquad(L\gg\sigma),$$

with relative correction $-48\sigma^2/L^2$. The printout also lists two unit-charge spheres, radius 1 bohr, centres $d$ apart.

**Accuracy of the kernel.** On one interval of width $h$ about $c$, Taylor expansion gives $\frac h2[f(c-\frac h2)+f(c+\frac h2)]=hf+\frac{h^3}8f''+O(h^5)$ and $\int f=hf+\frac{h^3}{24}f''+O(h^5)$. The difference is $h^3f''(c)/12$; summing over intervals, $h\sum f''(c)=\int f''+O(h^2)$, so

$$\text{trapezoid}-\text{integral}=\frac{h^2}{12}\left[f'(\text{upper end})-f'(\text{lower end})\right]+O(h^4),$$

the first Euler–Maclaurin term. The sum (14) contains the point $-L_i/2$ with full weight and omits $+L_i/2$; the integrand $\phi_Lg$ has equal values at the two ends, so this is the trapezoid rule. Applying the formula along each axis in turn, the end terms collect into a surface integral of $\partial_n(\phi_Lg)=\phi_L\partial_ng+g\,\partial_n\phi_L$. The first piece cancels between opposite faces as in section 5. On the faces $\partial_n\phi_L$ equals $\partial_n(1/r)$ up to terms of order $e^{-\alpha^2\rho^2}$. With (8),

$$\phi_L^h(\mathbf G)-\bar\phi_L(\mathbf G)\approx\frac{h^2}{12}\oint e^{-i\mathbf G\cdot\mathbf r}\partial_n\frac1r\,dA=\begin{cases}h^2G^2\phi_{\rm scr}(\mathbf G)/12,&\mathbf G\ne0,\\[2pt]-\pi h^2/3,&\mathbf G=0,\end{cases}\tag{15}$$

the last value being $-4\pi h^2/12$. This is leading order, valid for $Gh\ll1$, $\alpha h\ll 1$ and $\alpha\rho\gg1$. (For odd $N_i$ the faces fall midway between grid points, the rule is the midpoint rule, and the same expansion gives $-1/24$ in place of $1/12$; that case is not tested.) For a cube with $N=64$, $\alpha L=8$, the measured error divided by $h^2$ and the law are $-1.04711$ and $-1.04720$ at $\mathbf m=0$; $0.22199$ and $0.22185$ at $(1,0,0)$, where $4\pi^2\times0.0674344/12=0.22185$; $0.05290$ and $0.05287$ at $(1,1,1)$; $-0.06791$ and $-0.06778$ at $(2,1,0)$. The assertion allows $2\times10^{-3}$. The sampled kernel is thus accurate to $O(h^2)$ only; making $\phi_L$ smooth at the origin did nothing for the kink at the faces.

**Why the energy does not inherit this.** From (1), the transform of $A$ is $\Omega^2|n_{\mathbf G}|^2$, so the periodized autocorrelation is $A_{\rm per}(\mathbf s)=\Omega\sum_{\mathbf G}|n_{\mathbf G}|^2e^{-i\mathbf G\cdot\mathbf s}$ (either sign, $A$ being even). Putting (15) into (2),

$$\delta E_{\rm alias}\approx\frac{h^2}{24}\oint A_{\rm per}(\mathbf s)\,\partial_n\frac1s\,dA .\tag{16}$$

The error lives on the faces of the cell of separations, weighted by how often those separations occur. When $A$ vanishes there it is zero: the errors at different $\mathbf G$ cancel. When $A\ge0$ does reach the faces, (16) is a negative $O(h^2)$ correction to $\Delta E$, which is why the Gaussian test of section 4 combined $h=0.25$ and $0.125$ bohr as $(4E_{h/2}-E_h)/3$.

The statement can be made to all orders. Let $\tilde n(\mathbf G)=h^3\sum_jn_je^{-i\mathbf G\cdot\mathbf r_j}$ and let $\mathbf G$ run over the $N_1N_2N_3$ grid frequencies. Then

$$E_L^h=\frac1{2\Omega}\sum_{\mathbf G}|\tilde n|^2\phi_L^h=\frac{h^9}{2\Omega}\sum_{i,j,k}n_in_j\,\phi_L(|\mathbf s_k|)\sum_{\mathbf G}e^{-i\mathbf G\cdot(\mathbf r_i-\mathbf r_j+\mathbf s_k)} .$$

The sum over $\mathbf G$ is $N_1N_2N_3=\Omega/h^3$ when $\mathbf s_k=\mathbf r_j-\mathbf r_i$ modulo a lattice vector, and zero otherwise. Hence

$$E_L^h=\frac{h^3}2\sum_kA^h(\mathbf s_k)\,\phi_L(|\mathbf s_k|),\qquad A^h(\mathbf s_k)=h^3\sum_in_in_{i+k}\ \text{(cyclic)} .\tag{17}$$

The grid energy uses the values of $\phi_L$ only at separations that occur. Two conditions now give a sum free of any boundary. First, the grid resolves the product of two densities, so that $A^h=A_{\rm per}$; this is the condition that $n_{\mathbf G}$ be negligible at $|G_i|=\pi/h$, which the short-range term, truncated at the same frequency, needs anyway. Second, $A$ vanishes at and beyond the faces. Then (17) is a sum over the infinite grid of the smooth function $F=A\phi_L$. The function $\sum_kF(\mathbf s+\mathbf s_k)$ has period $h$ and, by unfolding, Fourier coefficients $h^{-3}\tilde F(\mathbf K)$ at $\mathbf K=2\pi\mathbf m/h$; evaluating it at $\mathbf s=0$ gives Poisson's formula $h^3\sum_kF(\mathbf s_k)=\sum_{\mathbf K}\tilde F(\mathbf K)$. The term $\mathbf K=0$ is the exact integral, so

$$E_L^h-E_L=\frac12\sum_{\mathbf K\ne0}\widetilde{A\phi_L}(\mathbf K),\tag{18}$$

which is as small as the transform of $A\phi_L$ at $2\pi/h$. The doubling of the cell that makes the continuum kernel exact also makes its crude sampling harmless.

Test. Gaussian with $\sigma=1$, $L=20$, $h=0.4$ bohr, $\alpha=0.5$ bohr⁻¹. By (15) the kernel at $\mathbf G=0$ is off by $-0.1676$ hartree bohr³, and that term alone would shift the energy by $\frac12(-0.1676)/20^3\approx-1.0\times10^{-5}$ hartree. The total error printed is $6.1\times10^{-15}$ hartree (asserted below $10^{-11}$), nine orders of magnitude smaller. It has the size of the minimum-image error left by the Gaussian tail, which the estimate of section 4 puts at $(384/20^4)\,e^{-25}/\sqrt{4\pi}\approx9\times10^{-15}$ hartree before the negative corrections $48\sigma^2/L^2$ and (16).

## 8. The window for $\alpha$

With the cell large enough and the density resolved by the grid, two errors remain, and for the Gaussian both have closed forms.

**Small $\alpha$.** The extra term of (13) contributes $\frac12\sum_{\mathbf R\ne0}\int A(\mathbf s)\phi_S(|\mathbf s+\mathbf R|)d^3s$, with $[\mathbf s]=\mathbf s$ because $A$ is negligible outside $C$. Each integral is the convolution $A*\phi_S$ at distance $R$. The transform of $A$ is $e^{-k^2\sigma^2}$. Multiplying by $\tilde\phi_L$ gives $(4\pi/k^2)e^{-k^2(\sigma^2+1/4\alpha^2)}$, which is $\tilde\phi_L$ with $\alpha$ replaced by $\beta$, $\beta^{-2}=4\sigma^2+\alpha^{-2}$; so $A*\phi_L=\operatorname{erf}(\beta R)/R$, and $\alpha\to\infty$ gives $A*(1/r)=\operatorname{erf}(R/2\sigma)/R$. Subtracting, and writing $\operatorname{erf}=1-\operatorname{erfc}$,

$$\delta E_{\rm small}=\frac12\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\beta R)-\operatorname{erfc}(R/2\sigma)}R .\tag{19}$$

It is positive since $\beta<1/2\sigma$, and it vanishes as $\alpha\to\infty$. For $\alpha=0.15$ bohr⁻¹ ($\alpha L=3$), $\beta^{-2}=4+44.4$ bohr² and $\beta L\approx2.87$; grid and formula both give $7.24667\times10^{-6}$ hartree. For a compact density centred in a roomy cell the images act at distance $L$, and the error falls as $\operatorname{erfc}(\beta L)$; the bound (12), with $\operatorname{erfc}(\alpha L/2)$, covers the worst case of separations reaching the faces.

**Large $\alpha$.** Use the integral form of $\phi_L$ in (18). The product $A\,e^{-u^2s^2}$ is $(4\pi\sigma^2)^{-3/2}e^{-cs^2}$ with $c=1/4\sigma^2+u^2$, and its transform is $(4\pi\sigma^2)^{-3/2}(\pi/c)^{3/2}e^{-K^2/4c}$. Since $4\sigma^2c=1+4\sigma^2u^2$,

$$\delta E_{\rm large}=\frac1{\sqrt\pi}\sum_{\mathbf K\ne0}\int_0^\alpha\frac{du}{(1+4\sigma^2u^2)^{3/2}}\exp\left[-\frac{K^2\sigma^2}{1+4\sigma^2u^2}\right].\tag{20}$$

For $\alpha=4$ bohr⁻¹ ($\alpha h=1.6$) grid and formula both give $7.95595\times10^{-5}$ hartree. Both (19) and (20) are asserted to $10^{-4}$ of the error itself. The exponent is smallest at $u=\alpha$ and $K=2\pi/h$, where it is $(2\pi/h)^2/(\sigma^{-2}+4\alpha^2)$; for $\alpha\sigma\gg1$ the controlling factor is $e^{-\pi^2/\alpha^2h^2}$.

Limit check on (20). For $u\gg1/h$ and $u\gg1/\sigma$ the sum over $\mathbf K$ of $e^{-K^2/4u^2}$ becomes $(h/2\pi)^3(4\pi u^2)^{3/2}$, the prefactor becomes $(2\sigma u)^{-3}$, and the integrand tends to the constant $h^3(4\pi)^{3/2}/(64\pi^3\sigma^3)$. The error grows as $\alpha h^3/8\pi^2\sigma^3$. Directly from (17), the origin contributes $\frac12h^3A(0)\,2\alpha/\sqrt\pi=\alpha h^3/8\pi^2\sigma^3$, the same: too large an $\alpha$ brings back the singularity as one overweighted grid point.

The window is $\alpha L$ large and $\alpha h$ small. With $\alpha L=8$ the kernel error is bounded by $1.5\times10^{-9}L^2$, and $\alpha h=8/N$. For $\sigma=1$ and $L=20$ bohr this means $\alpha\sigma=0.4$, so the full exponent $(2\pi/h)^2/(\sigma^{-2}+4\alpha^2)$ applies and not its limit for $\alpha\sigma\gg1$; it is about 24 at $N=20$ and 54 at $N=30$. In this example the window is open on any grid that resolves the density; for a long thin cell the lower limit is set by the shortest edge, $\alpha L_{\min}$.

## 9. Worked example: Li₂⁺

The ion is described with the SBKJC pseudopotential and basis: one valence electron and two cores of charge $+1$. The one-electron Hamiltonian is diagonalized exactly in the basis, and the bond length minimizing the energy at this level is $R=6.188$ bohr (3.275 Å), with a valence energy, core repulsion included, of $-0.239552$ hartree. The measured bond is roughly 3.1 Å. The difference comes from the small basis: with the same pseudopotential and a large basis of s, p and d functions the minimum lies at 3.12 Å. The small basis also changes the density itself, so the numbers below belong to this model density. With the large basis at its own minimum, $E_H=0.1550$ hartree (10% larger), the widths are $D_z=14.2$ and $D_x=13.7$ bohr, and (5), evaluated without a grid, gives 6.6, 3.5 and 0.018 meV at $L=15$, 16 and 24 bohr and less than 0.001 meV at 30 bohr. The quantity studied is the Hartree term of the valence density, which a Kohn–Sham code would evaluate; for one electron it is pure self-interaction. Analytic two-electron integrals give the isolated reference

$$E_H=0.141229608\ \text{hartree}=3.84305\ \text{eV}.$$

The density is single-signed with $|Q|=1$, so section 3 predicts $\Delta E>0$. The widths holding all but $10^{-3}$ of the charge are $D_z=15.0$ bohr along the bond and $D_x=13.2$ bohr across it. The density is sampled with $h=0.5$ bohr in a 56 bohr box and folded into cubic cells; $\alpha=8/L$, which is $0.533$ bohr⁻¹ at $L=15$ ($N=30$, $\alpha h=0.27$) and $0.267$ bohr⁻¹ at $L=30$ ($N=60$, $\alpha h=0.13$). The prediction column is (5) summed in real space on the same grid, with no split and no use of the reference; the last column is the kernel $4\pi/G^2$ with $\mathbf G=0$ dropped. Errors are in hartree, relative to $E_H$ above.

| $L$ (bohr) | MT error | eq. (5) | periodic error |
|---|---|---|---|
| 15 | $3.553\times10^{-4}$ | $3.552\times10^{-4}$ | $-0.08701$ |
| 16 | $2.080\times10^{-4}$ | $2.079\times10^{-4}$ | $-0.08242$ |
| 24 | $1.012\times10^{-5}$ | $1.012\times10^{-5}$ | $-0.05725$ |
| 30 | $1.267\times10^{-6}$ | $1.266\times10^{-6}$ | $-0.04634$ |
| 32 | $5.719\times10^{-7}$ | $5.714\times10^{-7}$ | $-0.04355$ |
| 40 | $1.499\times10^{-8}$ | $1.480\times10^{-8}$ | $-0.03506$ |
| 56 | $3.8\times10^{-11}$ | not available | $-0.02519$ |

The program asserts agreement of the two middle columns within 2% of the prediction plus $10^{-9}$ hartree up to $L=40$ bohr, an error below $10^{-7}$ hartree at 56 bohr, and an error at $L\approx2D_z$ below 2% of that at $L\approx D_z$. The agreement shows that the departure from the analytic energy is the minimum-image error (5), with the split adding nothing visible at this level. Since both columns are sums on the same grid, both contain the negative $O(h^2)$ term (16), which lowers the entries by up to 2%: with $\bar\phi_L$ integrated exactly over the cell the error is $3.62\times10^{-4}$ hartree at 15 bohr and $1.276\times10^{-6}$ hartree at 30 bohr. At 40 bohr they differ by 1.3%; the prediction uses an $A$ known only for $|s_i|\le28$ bohr, and with $A$ extended to $|s_i|\le40$ bohr the prediction becomes $1.499\times10^{-8}$ hartree, so this truncation is the cause.

**The two candidate cells.** At $L=D_z=15$ bohr the error is $3.553\times10^{-4}$ hartree $=9.668$ meV, or $3.553\times10^{-4}/0.14123=0.25\%$ of $E_H$. At $L=2D_z=30$ bohr it is $1.267\times10^{-6}$ hartree $=0.034$ meV, $9\times10^{-6}$ of $E_H$. The ratio is $3.553\times10^{-4}/1.267\times10^{-6}\approx280$.

**What the screening supplies at 30 bohr.** The MT energy exceeds the periodic one by 0.04634 hartree to the digits shown. The $\mathbf G=0$ term of (2), with $n_0=Q/\Omega$ and (9), is $Q^2\bar\phi(0)/2L^3=2.38007736/(2\times30)=0.03967$ hartree, and the screening at $\mathbf G\ne0$ supplies the remaining $0.04634-0.03967=0.00667$ hartree. The sampling error of the $\mathbf G=0$ term alone is, by (15), $-\pi(0.5)^2/3/(2\times30^3)\approx-4.8\times10^{-6}$ hartree, nearly four times the total error and of opposite sign; it is cancelled by the other $\mathbf G$ as (16) requires.

**The periodic column.** For $K=4\pi/G^2$ in a cube, $w(\mathbf s)=L^{-3}\sum_{\mathbf m\ne0}4\pi L^2(2\pi m)^{-2}e^{2\pi i\mathbf m\cdot\mathbf s/L}$ is $1/L$ times a function of $\mathbf s/L$, and so is $1/s$; their difference, which is regular at $\mathbf s=0$, tends to a constant over $L$ for $s\ll L$. The error of a charged system therefore falls as $1/L$ at leading order. The products of error and $L$ are $-1.374$, $-1.390$, $-1.402$, $-1.411$ hartree bohr at $L=24,30,40,56$ bohr, levelling off as expected. At 56 bohr the periodic error is still 18% of $E_H$.

**The shape of the MT column.** The decay rate $-d\ln\Delta E/dL$ is not monotonic: $\ln(3.553/2.080)=0.54$ per bohr from 15 to 16, $\ln(20.6)/8=0.38$ from 16 to 24, $\ln(17.7)/8=0.36$ from 24 to 32, $\ln(38.2)/8=0.46$ from 32 to 40, and $\ln(1.499\times10^{-8}/3.8\times10^{-11})/16=0.37$ from 40 to 56, where (5) with $A$ extended to 40 bohr gives $3.7\times10^{-11}$ hartree, so that the last entry is still the minimum-image error. For $L\gg\sigma$ a single Gaussian would give, by the estimate of section 4, the rate $L/8\sigma^2+4/L$, which rises with $L$. An orbital with an exponential tail and the computed energy $-0.239552-1/6.188=-0.4012$ hartree, so that $\gamma=\sqrt{2\times0.4012}=0.90$ bohr⁻¹, would give $e^{-\gamma L}$ up to powers of $L$ that are not negligible at these distances. The computed decay is slower than 0.90 per bohr throughout. Keeping only the most diffuse basis functions (exponent 0.0192 bohr⁻²) in the orbital and evaluating (5) gives about 5%, 7% and 38% of the error at 24, 32 and 40 bohr, and $4.7\times10^{-11}$ hartree at 56 bohr, of the size of the whole error. These functions take over beyond about 40 bohr, and their slower decay, 0.30 per bohr from 40 to 56, lowers the rate there; the variation of the rate below 40 bohr is not analysed here. The entries thus describe this basis-set density and not the ion with a complete basis. With the large basis the decay rate from 16 to 24 bohr is 0.66 per bohr, and the error is smaller by a factor of about 1.5 at 15 bohr, about 15 at 24 bohr and more than 50 at 30 bohr.

**The choice.** The width $D$ of a density with tails depends on the threshold used to define it, so $L=2D$ is a starting value and (5) gives the actual error. For this density a target of 1 meV in the Hartree term is missed at 15 and 16 bohr and met at 24 bohr ($1.012\times10^{-5}$ hartree, 0.28 meV); a target of 0.1 meV is met at 30 bohr (with the large-basis density already at 24 bohr, where the error is 0.018 meV). Condition (6) is per axis, so with the same threshold the transverse edges could start from $2D_x=26.4$ bohr, a cell that was not computed.

## 10. Where the result stops applying

**Self-consistency.** All errors above are for a fixed density. In a Kohn–Sham calculation where the kernel enters only through the classical electrostatic energy (a local or semilocal exchange-correlation functional), the energy is stationary in the orbitals, so to first order in the change of kernel the total energy changes by (5) evaluated on the isolated system's total charge, with the sign caveat for signed densities. If the energy between the ions is added directly as a sum of $1/R$, the ion–ion pairs are left out of (5). If exact exchange is evaluated with the same kernel, its orbital pair densities add terms of the same form and opposite sign; for one electron with full exact exchange they cancel the electron–electron part exactly. This presumes that the orbitals stay localized. A weakly bound electron needs a cell that is large compared with its decay length; in a smaller one it reaches the outer region where the potential is not the isolated one. For an unbound electron no cell is large enough.

**Skewed cells.** The sufficiency argument needs only that $w=1/|\mathbf s|$ on the region sampled and that the support of $A$ lie inside that region. The positivity of the bracket, and with it necessity and the sign of $\Delta E$, needs $[\mathbf s]$ to be the nearest image. For non-orthogonal axes, rounding fractional coordinates gives a parallelepiped and not always the nearest image; the nearest-image region is the Wigner–Seitz cell. Equations (6), (9) and (12) must be restated for whichever region is sampled. Equation (8), and with it (15) and (16), does not carry over to a skewed parallelepiped: $1/r$ differs at face points joined by a lattice vector, so the terms $f\,\partial_ng$ in its derivation no longer cancel.

**Unresolved densities.** Equation (17) was turned into (18) on the assumption that $n_{\mathbf G}$ is negligible at $\pi/h$. All-electron cusps violate it. Point ions are less demanding: their energy with the electrons contains the product of $n_{\mathbf G}$ and the ion's phase factor, which is negligible at $\pi/h$ whenever $n_{\mathbf G}$ is, so a resolved electron density is enough. This term is first order in $n_{\mathbf G}$ at $\pi/h$, where the Hartree term is second order, so it needs a somewhat finer grid for the same accuracy. The energy between point ions is added directly as a sum of $1/R$. The positions of the ions count in $D_i$.

**Use of the kernel on its own.** The sampled $\phi_{\rm scr}(\mathbf G)$ carries the error (15) at each $\mathbf G$. It cancels in energies when $A$ vanishes at the faces, and in potentials at points whose separations from all sources avoid the faces, because the grid convolution uses $\phi_L$ only at the separations that occur. A quantity that depends on a single coefficient needs (8) or a finer auxiliary grid for $\bar\phi_L$. Neither gives the isolated potential near the faces, because there the exact kernel itself in general gives a different one (sections 3 and 4).

## Computed values

```
Unit cube, kernels in units of L^2 (hartree bohr^3 for L = 1 bohr)
phibar(0) = 2.38007736
bound B: aL=4 1.687e-03, aL=7 9.202e-08, aL=8 1.472e-09
m=(0, 0, 0): screen nan, eps(aL=4) -4.50e-04, alias/h^2 (N=64) -1.04711, law -1.04720
m=(1, 0, 0): screen 0.0674344, eps(aL=4) -3.77e-05, alias/h^2 (N=64) 0.22199, law 0.22185
m=(1, 1, 1): screen 0.0053569, eps(aL=4) 1.45e-04, alias/h^2 (N=64) 0.05290, law 0.05287
m=(2, 1, 0): screen -0.0041204, eps(aL=4) -6.03e-05, alias/h^2 (N=64) -0.06791, law -0.06778
G^2 screen at m=(20,0,0): -4.18723 (4pi/3 = 4.18879)
G^2 screen at m=(21,0,0): 4.18738 (4pi/3 = 4.18879)
Gaussian sigma=1 bohr: exact E = 0.2820947918 hartree; L = 20, h = 0.4 bohr
a=0.15/bohr: error 7.24667e-06, image formula 7.24667e-06 hartree
a=0.5/bohr: error 6.1e-15 hartree (kernel alias at G=0 -0.1676)
a=4.0/bohr: error 7.95595e-05, Poisson formula 7.95595e-05 hartree
potential error: max for |x_i|<=4 bohr 3.7e-12, face centre 0.00780 hartree
L=8 bohr: MT error (h->0) 2.8726e-04, quadrature 2.8728e-04 hartree
L=10 bohr: MT error (h->0) 1.4440e-05, quadrature 1.4443e-05 hartree
spheres d=7, Dx=9, Ly=Lz=5 bohr: 1/d = 0.1428571, 1/(9.5-d) = 0.4000000 hartree
  Lx=9.5 bohr: cross energy 0.4000000 hartree
  Lx=15.0 bohr: cross energy 0.1434877 hartree
  Lx=18.0 bohr: cross energy 0.1428571 hartree
diagonal d=(4,4,4), D_i=6, diameter 8.928, L=12 bohr: 0.1443376 vs 1/d 0.1443376 hartree
Li2+ SBKJC: R = 6.188 bohr = 3.275 angstrom, valence E = -0.239552 hartree
analytic Hartree term = 0.141229608 hartree = 3.84305 eV
extent (tail charge 1e-3): Dz = 15.0 bohr, Dx = 13.2 bohr; h = 0.5 bohr, aL = 8
L/bohr, MT error, real-space prediction, plain periodic error (hartree)
  15: 3.553e-04  3.552e-04  -0.08701
  16: 2.080e-04  2.079e-04  -0.08242
  24: 1.012e-05  1.012e-05  -0.05725
  30: 1.267e-06  1.266e-06  -0.04634
  32: 5.719e-07  5.714e-07  -0.04355
  40: 1.499e-08  1.480e-08  -0.03506
  56: 3.8e-11  -  -0.02519
L~Dz (15 bohr): error 9.668 meV; L~2Dz (30 bohr): 0.03448 meV
MT Hartree term at L = 56 bohr: 0.141229608 hartree
```
